# Reciprocity of Transfer Thermal Impedance Between Two Heated Blocks

**Q:** I am told that heating block A of a chip warms block B just as much as equal power in B warms A. I doubt it. Suppose A is small and poorly cooled, while B is large and sits over the best part of the heat sink. Ten watts make A very hot and B only moderately hot. How can the effects on each other be equal?

**A:** The self-heating of the two blocks can differ as much as you like. The claim concerns the transfer alone, and it needs a definition of "warms" before it can be true or false.

Let $\theta(\mathbf r,t)$ be the temperature rise over a fixed ambient, zero at the start. Block X, which is A or B, receives total power $P_X(t)$, spread with a fixed density $w_X(\mathbf r)$ normalized by $\int w_X\,dV=1$. I define the temperature of the block as the mean with that same weight,

$$\theta_X(t)=\int w_X(\mathbf r)\,\theta(\mathbf r,t)\,dV .$$

For a uniformly heated block this is the ordinary volume mean. Let $Z_{BA}(t)$ be the mean rise of B per watt switched on in A at $t=0$. The first index is where one reads, the second where one heats. The claim is $Z_{BA}(t)=Z_{AB}(t)$, for equal total power, not equal power density.

**Q:** What physics do you assume?

**A:** A solid at rest, with heat capacity per volume $c(\mathbf r)>0$ and conductivity $k(\mathbf r)$. Both may vary from place to place but not with time or temperature. The conductivity may be a tensor, positive definite and symmetric, $k_{ij}=k_{ji}$. Isotropic layers satisfy this trivially.

By Fourier's law the heat flux is $-k\nabla\theta$. The heat stored per second in a small volume equals the heat supplied minus the net outflow, so with block X heated

$$c\,\frac{\partial\theta}{\partial t}=\nabla\!\cdot(k\nabla\theta)+P_X(t)\,w_X .$$

With outward normal $\mathbf n$, the surface loses heat in proportion to its rise, $-\mathbf n\cdot k\nabla\theta=h\theta$, with $h(\mathbf r)\ge0$. An insulated face has $h=0$. A face held at ambient has $\theta=0$ instead.

**Q:** Then prove it for the transient. I would accept a steady-state symmetry more easily than one that holds at each instant.

**A:** The Laplace transform treats all instants together. Put a unit impulse of energy into block X and call the transformed rise $\phi_X(\mathbf r,s)$, with $s>0$. Since the initial rise is zero, $\partial\theta/\partial t$ becomes $s\phi_X$. The transform of a unit impulse is 1. Hence

$$s c\,\phi_X-\nabla\!\cdot(k\nabla\phi_X)=w_X,\qquad X=A,B. \tag{1}$$

The transfer impedances are

$$z_{BA}(s)=\int w_B\,\phi_A\,dV,\qquad z_{AB}(s)=\int w_A\,\phi_B\,dV .$$

Now replace $w_B$ and $w_A$ by the left sides of (1):

$$z_{BA}-z_{AB}=\int\Big\{\phi_A\big[sc\phi_B-\nabla\!\cdot(k\nabla\phi_B)\big]-\phi_B\big[sc\phi_A-\nabla\!\cdot(k\nabla\phi_A)\big]\Big\}dV .$$

The storage terms are $sc\,\phi_A\phi_B-sc\,\phi_B\phi_A=0$. This is where the transient character could have spoiled the symmetry, and it does not: heat capacity acts locally. What remains is

$$z_{BA}-z_{AB}=\int\big[\phi_B\nabla\!\cdot(k\nabla\phi_A)-\phi_A\nabla\!\cdot(k\nabla\phi_B)\big]dV. \tag{2}$$

**Q:** Conduction, unlike storage, couples each point to its neighbours. Why should that difference vanish?

**A:** Use the product rule on each term:

$$\phi_B\nabla\!\cdot(k\nabla\phi_A)=\nabla\!\cdot(\phi_B k\nabla\phi_A)-\nabla\phi_B\cdot k\nabla\phi_A,$$
$$\phi_A\nabla\!\cdot(k\nabla\phi_B)=\nabla\!\cdot(\phi_A k\nabla\phi_B)-\nabla\phi_A\cdot k\nabla\phi_B .$$

The last terms are equal. In components,

$$\nabla\phi_B\cdot k\nabla\phi_A=\sum_{ij}\partial_i\phi_B\,k_{ij}\,\partial_j\phi_A=\sum_{ij}\partial_j\phi_A\,k_{ji}\,\partial_i\phi_B=\nabla\phi_A\cdot k\nabla\phi_B,$$

where the middle step uses $k_{ij}=k_{ji}$. They cancel on subtraction, and the divergence theorem turns (2) into

$$z_{BA}-z_{AB}=\oint\big[\phi_B\,\mathbf n\cdot k\nabla\phi_A-\phi_A\,\mathbf n\cdot k\nabla\phi_B\big]dS. \tag{3}$$

On a cooled surface $\mathbf n\cdot k\nabla\phi_X=-h\phi_X$, so the bracket is $-h\phi_B\phi_A+h\phi_A\phi_B=0$. On a face held at ambient both $\phi$ vanish. Therefore

$$z_{BA}(s)=z_{AB}(s).$$

This is what self-adjoint means here: the conduction operator, together with its surface condition, can be moved from one function to the other under the integral.

**Q:** A chip package has joints between layers. You applied the divergence theorem as if $k$ were smooth.

**A:** Apply it to each layer separately. Every joint then contributes two surface integrals. In perfect contact the temperature and normal heat flux are continuous, the two outward normals are opposite, and the contributions cancel.

A joint with thermal resistance also passes. Let $j_X$ be the normal flux from side 1 to side 2, and $r$ the resistance times area, so that $\phi_{X1}-\phi_{X2}=r j_X$. The outward normal of side 1 points along $j_X$, so $\mathbf n\cdot k\nabla\phi_X=-j_X$ there and $+j_X$ on side 2. The two brackets of (3) add to

$$-\phi_{B1}j_A+\phi_{A1}j_B+\phi_{B2}j_A-\phi_{A2}j_B
=-(r j_B)j_A+(r j_A)j_B=0 .$$

**Q:** You have equality in $s$. I heat chips in time.

**A:** Two continuous functions of time with the same Laplace transform are the same function. A step of one watt has transform $1/s$, so the step response $Z_{BA}(t)$ has transform $z_{BA}(s)/s$, and likewise with the indices exchanged. Thus $Z_{BA}(t)=Z_{AB}(t)$ at every $t$.

For another waveform $P(t)$, let $\zeta(t)=dZ_{BA}/dt=dZ_{AB}/dt$ be the common impulse response. Adding the responses to successive short pulses gives

$$\theta_B(t)=\int_0^t\zeta(t-t')P(t')\,dt'$$

when A is heated, and the same integral for $\theta_A(t)$ when B is heated. For periodic power, setting $s=i\omega$ gives equal amplitudes and equal phases.

If some cooling exists, the step response settles to $Z_{BA}(\infty)=z_{BA}(0)$. If the whole body is insulated there is no steady state, but equality at finite time survives, since the proof did not need $h$ to be positive anywhere.

**Q:** The algebra is clear, but my picture still says that the well-cooled block should have less influence.

**A:** Your picture contains two effects. Take two nodes with conductances $G_A,G_B$ to ambient, heat capacities $C_A,C_B$, and a conductance $G_c$ between them. Write $Y_X=G_X+sC_X$. With unit power in A the transformed balances are

$$(Y_A+G_c)T_A-G_cT_B=1,\qquad (Y_B+G_c)T_B-G_cT_A=0 .$$

The second gives $T_B=G_cT_A/(Y_B+G_c)$. Inserting it in the first and multiplying by $Y_B+G_c$,

$$\big[(Y_A+G_c)(Y_B+G_c)-G_c^2\big]T_A=Y_B+G_c .$$

The square bracket is $\Delta=Y_AY_B+G_c(Y_A+Y_B)$. So

$$z_{AA}=\frac{Y_B+G_c}{\Delta},\qquad z_{BA}=\frac{G_c}{\Delta},\qquad \frac{z_{BA}}{z_{AA}}=\frac{G_c}{Y_B+G_c}.$$

Exchanging the labels leaves $\Delta$, and hence the transfer impedance, unchanged. In the steady state a well-cooled B has large $G_B$. Heated A then becomes hotter than heated B, but passes on a smaller fraction of its own rise. The two differences compensate in the product.

The same holds for a network of many nodes. Its equations are $M\mathbf T=\mathbf P$, where $M$ contains the conductances and $s$ times the capacitances to ambient. Each link conductance enters $M_{ij}$ and $M_{ji}$ alike, so $M$ is symmetric. Transposing $MM^{-1}=1$ gives $(M^{-1})^TM=1$, so the impedance matrix $M^{-1}$ is symmetric as well. A compact model fitted to a linear, purely conducting package should respect this, provided each node temperature is the mean weighted with that node's heating pattern.

**Q:** Give me a case as lopsided as the one I described.

**A:** Take a thin die strip with round model parameters: length 12 mm, width $W=10$ mm, thickness $d=0.5$ mm, heat capacity $1.6\times10^6$ J/(m³ K). Two halves meet in perfect contact at 5 mm. The left has $k=120$ W/(m K) and $h=2000$ W/(m² K); the right has $k=60$ W/(m K) and $h=6000$ W/(m² K). Cooling acts through one large face, and all other outer faces are insulated. Block A occupies 1 to 3 mm and B 7 to 10 mm, each across the full width.

The ratio $hd/k$ compares the resistance across the thickness with that of the cooled face. It is $2000\times0.0005/120\approx0.008$ on the left and 0.05 on the right. I therefore neglect variation through the thickness. If the heat enters and is read at the face opposite the cooling, this makes the impedances a few percent too low, but it does not affect their symmetry. Integrating the heat balance over the cross-section gives

$$C\frac{\partial T}{\partial t}=\frac{\partial}{\partial x}\Big(K\frac{\partial T}{\partial x}\Big)-GT+p,$$

with $C=cWd$, $K=kWd$, $G=hW$ and $p$ the power per length. The surface loss has become a local term. In the difference of the two problems it gives $\phi_AG\phi_B-\phi_BG\phi_A=0$, just as storage does, so the theorem holds within this reduced model too.

**Q:** And the numbers? A symmetric discretization would give you symmetry for free.

**A:** The strip was solved by Chebyshev collocation, whose matrices are not symmetric, with a separate solution for each heated block. The steady results are:

| Heated | Read | Impedance (K/W) |
|---|---|---|
| A | A | 5.949 |
| B | B | 2.739 |
| A | B | 0.8176 |
| B | A | 0.8176 |

The self impedances differ by more than a factor of two, while the transfer values agree to rounding error. With 10 W in A, block A rises by 59.5 K and B by $10\times0.8176=8.18$ K. With 10 W in B, block B rises by 27.4 K and A by 8.18 K.

Block A passes on $0.8176/5.949=14\%$ of its own mean rise, and B passes on $0.8176/2.739=30\%$. That is the compensation seen in the two-node model.

The areas are 0.2 and 0.3 cm², so 10 W means 50 W/cm² in A but 33 W/cm² in B. At equal power density B would receive 1.5 times the power and warm A by 1.5 times as much as A warms B.

**Q:** Does the agreement persist while the heat is still travelling?

**A:** Yes. The common step response is:

| Time (s) | $Z_{BA}=Z_{AB}$ (K/W) | Share of final value |
|---|---|---|
| 0.05 | 0.0066 | 0.8% |
| 0.10 | 0.0565 | 6.9% |
| 0.20 | 0.2320 | 28% |
| 0.50 | 0.6273 | 77% |
| 1.00 | 0.7938 | 97% |

The tests required the two directions to agree at each time to within $10^{-6}$ of the final value. They also checked that stored plus removed heat equals supplied heat.

At 1 Hz both directions have amplitude 0.388 K/W, or 47% of the steady value, and phase $-99.8^\circ$. With the time factor $e^{i\omega t}$ a negative phase is a lag, here $99.8/360\approx0.28$ of the one-second period.

**Q:** Suppose I care about the hottest point, not a mean. Is that reciprocal?

**A:** Not in general. With 10 W in A the hottest point of B rises by 14.4 K. With 10 W in B the hottest point of A rises by 8.8 K. Yet both means are 8.18 K.

The steady equation explains the difference. Where there is no source and the coefficients are constant, $KT''=GT$. Its solutions vary over the length $\ell=\sqrt{K/G}=\sqrt{kd/h}$, which is 5.48 mm on the left and 2.24 mm on the right. When A is heated, the right half has no source and an insulated end at 12 mm, so $T\propto\cosh[(12-x)/\ell]$ with $x$ and $\ell$ in millimetres. In B the maximum is at $x=7$. Dividing by the mean over 7 to 10 gives

$$\frac{T_{\max}}{T_{\rm mean}}=\frac{3\cosh(5/\ell)}{\ell\,[\sinh(5/\ell)-\sinh(2/\ell)]}=1.76 .$$

When B is heated, the left half has no source, and the insulated end at $x=0$ requires $T\propto\cosh(x/\ell)$. In A the maximum is at $x=3$, so

$$\frac{T_{\max}}{T_{\rm mean}}=\frac{2\cosh(3/\ell)}{\ell\,[\sinh(3/\ell)-\sinh(1/\ell)]}=1.07 .$$

These ratios agree with $14.39/8.176$ and $8.789/8.176$. The temperature falls steeply across B but is nearly uniform across A.

**Q:** So a small temperature sensor in the corner of a block ruins the theorem?

**A:** It changes which experiments are partners. The proof never required $w_B$ to be the actual heating pattern of a block; it may be any normalized weight. Let the sensor average with weight $m_B$. Its reading when A is heated with $w_A$ equals the $w_A$-mean of A when the same power is deposited with pattern $m_B$. The partner of a small sensor is a small heater at the same place. Heating all of B and reading A is a different experiment.

**Q:** What about liquid cooling? Your coefficient $h$ hides the coolant.

**A:** It assumes that the coolant stays at ambient temperature. If the chip warms the liquid and the liquid carries that heat elsewhere, the theorem generally fails. Consider two blocks coupled by nothing but a one-way stream: the upstream block warms the downstream one, and there is no path back.

For a steady closed circulation the difference can be calculated. Let $\mathbf u$ be the heat capacity per volume times the velocity, with $\nabla\!\cdot\mathbf u=0$ inside and $\mathbf n\cdot\mathbf u=0$ at the wall. Equation (1) gains $\mathbf u\cdot\nabla\phi_X$ on its left side. The earlier terms cancel as before, leaving

$$z_{BA}-z_{AB}=\int\big(\phi_A\mathbf u\cdot\nabla\phi_B-\phi_B\mathbf u\cdot\nabla\phi_A\big)dV .$$

The corresponding sum vanishes:

$$\int\big(\phi_A\mathbf u\cdot\nabla\phi_B+\phi_B\mathbf u\cdot\nabla\phi_A\big)dV=\int\nabla\!\cdot(\mathbf u\,\phi_A\phi_B)\,dV=0 .$$

So the second term of the difference equals the first, and

$$z_{BA}-z_{AB}=2\int\phi_A\,\mathbf u\cdot\nabla\phi_B\,dV. \tag{4}$$

**Q:** Has that formula been checked, or just derived?

**A:** It was tested on a square in scaled units, with anisotropic conductivity, different cooling on each side, and smooth heating patterns centred left of the middle (A) and above it (B). At $s=1$ without flow, both transfer impedances are 0.12394. This also tests the theorem beyond one dimension.

With an anticlockwise circulation, $z_{BA}=0.11361$ and $z_{AB}=0.13096$. Their difference is $-0.01735$, or 13% of $z_{AB}$ in size, and the right side of (4) gives the same value. The sign is reasonable: the liquid runs from the top to the left by the short way, which helps B warm A.

**Q:** Silicon conducts less well when hot. Does that break the equality as well?

**A:** Yes, at finite power, because the two experiments then take place in bodies with different conductivity. Take a scalar $k(\theta)$ and the steady state. Let $\theta^{(A)}$ and $\theta^{(B)}$ be the fields with power $P$ in A and in B. Multiply each heat balance by the other field and integrate by parts. The surface terms are both $\oint h\,\theta^{(A)}\theta^{(B)}dS$ and cancel. The volume terms leave

$$P\,(\bar\theta_B-\bar\theta_A)=\int\big[k(\theta^{(B)})-k(\theta^{(A)})\big]\nabla\theta^{(A)}\!\cdot\nabla\theta^{(B)}\,dV,$$

where $\bar\theta_B$ is the mean rise of B with A heated, and $\bar\theta_A$ that of A with B heated. At low power each gradient is proportional to $P$, and so is the leading change of $k$. The right side scales as $P^3$ and the difference of the means as $P^2$. Since the means themselves scale as $P$, the relative difference grows in proportion to $P$.

For the strip I replaced $k$ by $k/(1+T/T_0)$ with $T_0=300$ K, a model law. At 10 W, B rises by 7.69 K when A is heated, and A by 7.92 K when B is heated. The first is 2.8% below the second. At 0.01 W the difference is 0.0030%. A thousandfold reduction in power reduces it by a factor of about 960, close to the low-power law.

**Q:** Then how would you use the theorem on a real package?

**A:** As a check on a measurement or a model. Apply the same total power in each direction, compare rises above the unpowered state, and make each reading match the heating pattern of its block. Repeat at lower power. Judge the relative mismatch, that is, the difference of the two rises divided by either rise. If it shrinks in proportion to power, it points to properties that vary smoothly with temperature, such as the conductivity. If it shrinks much more slowly, natural convection may be the cause, because its $h$ grows as a small power of the temperature rise. A mismatch that stays the same suggests a reading with the wrong weight, a forced coolant stream carrying heat between the blocks, or an error in the data. The numerical output below gives the values for the strip and the square.

## Calculated quantities

```
strip length, width, thickness: 12.0, 10.0, 0.5 mm
heat capacity per volume: 1.60e+06 J/(m^3 K)
joint between the two halves at x = 5.0 mm
conductivity left, right: 120, 60 W/(m K)
cooling h left, right: 2000, 6000 W/(m^2 K)
block A: 1.0 to 3.0 mm, 50.00 W/cm^2 at 10 W
block B: 7.0 to 10.0 mm, 33.33 W/cm^2 at 10 W
steady self impedance Z_AA: 5.94889 K/W
steady self impedance Z_BB: 2.73903 K/W
steady transfer Z_BA (heat A, read B): 0.817602 K/W
steady transfer Z_AB (heat B, read A): 0.817602 K/W
steady relative mismatch: 4.9e-15
step response at 0.05 s: Z_BA 0.006554, Z_AB 0.006554 K/W
step response at 0.10 s: Z_BA 0.056511, Z_AB 0.056511 K/W
step response at 0.20 s: Z_BA 0.232020, Z_AB 0.232020 K/W
step response at 0.50 s: Z_BA 0.627284, Z_AB 0.627284 K/W
step response at 1.00 s: Z_BA 0.793815, Z_AB 0.793815 K/W
step response at 2.00 s: Z_BA 0.817251, Z_AB 0.817251 K/W
Z_BA at 1.0 Hz: amplitude 0.387532 K/W, phase -99.771 deg
Z_AB at 1.0 Hz: amplitude 0.387532 K/W, phase -99.771 deg
mean rise of B with 10 W in A: 8.1760 K
mean rise of A with 10 W in B: 8.1760 K
mean rise of A with 10 W in A: 59.489 K
mean rise of B with 10 W in B: 27.390 K
hottest point of B with 10 W in A: 14.3925 K
hottest point of A with 10 W in B: 8.7887 K
falling conductivity k/(1+T/T0), T0 = 300 K:
  mean rise of B with 10 W in A: 7.6914 K
  mean rise of A with 10 W in B: 7.9168 K
  relative difference at 10 W: -2.848 %
  relative difference at 0.01 W: -0.00297 %
square, no flow, s = 1.0 (scaled units): z_BA 0.1239362, z_AB 0.1239362
square, flow strength 2.0 (scaled units): z_BA 0.1136120, z_AB 0.1309644
flow asymmetry z_BA - z_AB, direct (scaled units): -0.0173524
flow asymmetry from flow integral (scaled units): -0.0173524
```
